\section*{Three Quadrature Rules for the Kramers–Kronig Integral on a Lorentzian}

\section{A dispersion integral on a grid}

An absorption spectrum is recorded at equally spaced photon energies up to some highest energy. The dispersive part of the response is wanted at the same energies. Causality supplies it as an integral over the absorption, but the integrand is singular at the energy where the answer is sought, and that energy is a grid point. The quadrature rule must therefore say what happens at the pole.

Frequencies, widths and steps are given as energies in eV, with $\hbar=1$ in the formulas. With time factor $e^{-i\omega t}$, the susceptibility $\chi=\chi_1+i\chi_2$ is
\begin{equation}
\chi(\omega)=\int_0^\infty \phi(t)e^{i\omega t}\,dt ,
\end{equation}
where $\phi$ is real. The model is the Lorentz oscillator,
\begin{equation}
\chi(\omega)=\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega},\qquad 0<\gamma<2\omega_0 .
\end{equation}
Its poles lie in the lower half-plane, and it falls as $1/\omega^2$. Closing the contour of $\chi(z)/(z-\omega)$ in the upper half-plane, with a small indentation above $z=\omega$, gives
\begin{equation}
P\!\int_{-\infty}^{\infty}\frac{\chi(x)}{x-\omega}\,dx-i\pi\chi(\omega)=0 .
\end{equation}
The imaginary part reads $\pi\chi_1(\omega)=P\!\int\chi_2(x)/(x-\omega)\,dx$. Since $\chi_2$ is odd, the negative half-line contributes $\int_0^\infty\chi_2(x)/(x+\omega)\,dx$. Adding the two fractions,
\begin{equation}
\chi_1(\omega)=P\!\int_0^\infty g(x)\,dx,\qquad
g(x)=\frac{2}{\pi}\frac{G(x)}{x^2-\omega^2},\quad G(x)=x\chi_2(x).
\end{equation}
The data end at a cutoff $W>\omega$, so the rules below approximate $I_W=P\!\int_0^W g\,dx$. The quadrature error is measured against $I_W$. The cutoff error $\chi_1-I_W$ is separate and does not depend on the step.

\section{The three rules}

Let $x_j=jh$, $\omega=x_m$ and $W=x_N$, with $0<m<N$. A double prime on a sum means that terms at $0$ and $W$ carry half weight.

\textbf{Pole skipping} is the trapezoidal rule without the singular term:
\begin{equation}
S_h=h\sum_{j\ne m}{}^{''} g(x_j).
\end{equation}

\textbf{Alternate points} is the rule that uses only nodes an odd number of steps from the pole, with doubled weight:
\begin{equation}
M_h=2h\sum_{j-m\ \mathrm{odd}}{}^{''} g(x_j).
\end{equation}
In its uniform-weight form the end term is not halved; the consequence is worked out below.

\textbf{Singularity subtraction} removes $G(\omega)$ from the numerator and restores it analytically. Partial fractions give
\begin{equation}
P\!\int_0^W\frac{dx}{x^2-\omega^2}
=\frac{1}{2\omega}\left[\ln\left|\frac{x-\omega}{x+\omega}\right|\right]_0^W
=\frac{1}{2\omega}\ln\frac{W-\omega}{W+\omega}.
\end{equation}
The contributions from $\omega\pm\delta$ cancel as $\delta\to0$, and the logarithm vanishes at $x=0$. Hence
\begin{align}
R_h&=h\sum_j{}^{''}s(x_j)+\frac{G(\omega)}{\pi\omega}\ln\frac{W-\omega}{W+\omega},\\
s(x)&=\frac{2}{\pi}\frac{G(x)-G(\omega)}{x^2-\omega^2},\qquad
s(\omega)=\frac{G'(\omega)}{\pi\omega}.
\end{align}
The last value is the limit $x\to\omega$: the numerator tends to $G'(\omega)(x-\omega)$ and the denominator to $2\omega(x-\omega)$.

Each rule costs of order $N$ operations per frequency. Subtraction also needs a slope of the data.

\section{Errors at a fixed cutoff}

\subsection{End corrections for a smooth function}

On one cell of width $k$ with centre $c$, Taylor expansion of a smooth $f$ gives
\begin{align}
\int f\,dx&=kf(c)+\tfrac{1}{24}k^3f''(c)+O(k^5),\\
\tfrac{k}{2}\left[f(c-\tfrac k2)+f(c+\tfrac k2)\right]&=kf(c)+\tfrac18k^3f''(c)+O(k^5).
\end{align}
The trapezoidal error per cell is thus $k^3f''/12$, and the midpoint error is $-k^3f''/24$. Summing over cells turns $\sum kf''$ into $f'(b)-f'(a)$ up to $O(k^2)$:
\begin{equation}
E_{\rm trap}=\frac{k^2}{12}[f'(b)-f'(a)],\qquad
E_{\rm mid}=-\frac{k^2}{24}[f'(b)-f'(a)],
\label{ends}
\end{equation}
both up to $O(k^4)$. Each end contributes separately. To see this, write $f$ as the sum of two smooth parts, each vanishing near one end. One end may therefore be a node and the other a cell edge, each with its own coefficient.

\subsection{Removing the pole from the analysis}

Write $g(x)=q(x)/(x-\omega)$ with $q(x)=(2/\pi)G(x)/(x+\omega)$. Near the pole, $g=A/(x-\omega)+B+\dots$, where $A=q(\omega)=\chi_2(\omega)/\pi$ and
\begin{align}
B=q'(\omega)&=\frac{2}{\pi}\left[\frac{G'(\omega)}{2\omega}-\frac{G(\omega)}{4\omega^2}\right]\nonumber\\
&=\frac1\pi\left[\frac{\chi_2+\omega\chi_2'}{\omega}-\frac{\chi_2}{2\omega}\right]
=\frac1\pi\left[\chi_2'(\omega)+\frac{\chi_2(\omega)}{2\omega}\right].
\end{align}

Let $u(x)$ be a smooth function, symmetric about $\omega$, equal to one near $\omega$ and zero before either end of $[0,W]$ is reached. Split
\begin{equation}
g(x)=\frac{A\,u(x)}{x-\omega}+\tilde r(x).
\end{equation}
The first part is odd about $\omega$. Its principal value is zero, and so is its sum in $S_h$ or $M_h$, because the nodes used lie symmetrically about the pole. The remainder $\tilde r$ is smooth, equals $g$ near both ends, and has $\tilde r(\omega)=B$. The error analysis of a singular integral has become that of a smooth one.

\subsection{The three orders}

Pole skipping omits the term $h\tilde r(\omega)=hB$ from a trapezoidal sum. Since $G$ is even, $g$ is even and $g'(0)=0$. Equation (\ref{ends}) with $k=h$ then gives
\begin{equation}
S_h-I_W=-hB+\frac{h^2}{12}g'(W)+O(h^4).
\label{skip}
\end{equation}
The rule is first order unless $B=0$, which happens where $\sqrt{\omega}\,\chi_2(\omega)$ is stationary. There it becomes second order.

The alternate-point rule has spacing $k=2h$ and never asks for $\tilde r(\omega)$, so no term is missing. If $N-m$ is even, the last node is $W-h$ and $W$ is a cell edge. The midpoint coefficient applies:
\begin{equation}
M_h-I_W=-\frac{(2h)^2}{24}g'(W)+O(h^4)=-\frac{h^2}{6}g'(W)+O(h^4).
\label{alt}
\end{equation}
If $N-m$ is odd, $W$ is a node. With its weight halved, the error is $(2h)^2g'(W)/12=h^2g'(W)/3$. With uniform weights the sum contains an extra $hg(W)$, and the rule drops to first order. The lower end does no such harm, because $G\propto x^2$ near zero and $g(0)=0$.

When $m$ and $N$ are both even, the step-$2h$ grid contains $0$, $\omega$ and $W$. Subtracting its sum from twice the fine sum leaves the odd-distance nodes with weight $2h$:
\begin{equation}
M_h=2S_h-S_{2h}.
\end{equation}
The alternate-point rule is then the Richardson extrapolation of pole skipping. The linear terms cancel, $-2hB+2hB=0$, and the quadratic ones give $\frac{2}{12}-\frac{4}{12}=-\frac16$, as in (\ref{alt}).

For subtraction, $s$ is smooth and even, so
\begin{align}
R_h-I_W&=\frac{h^2}{12}s'(W)+O(h^4),\label{sub}\\
s'(W)&=g'(W)+\frac{4}{\pi}\frac{W\,G(\omega)}{(W^2-\omega^2)^2}.
\end{align}
The second term in $s'(W)$ is minus the slope at $W$ of the subtracted function $(2/\pi)G(\omega)/(x^2-\omega^2)$. It is proportional to the absorption at $\omega$, not to the weak absorption at the cutoff, so subtraction can have the larger end error.

The value at the pole matters. Leaving out $s(\omega)$ costs $-hG'(\omega)/(\pi\omega)$, which is again first order unless $G'(\omega)=0$. For the oscillator $G=\omega_p^2\gamma/[(\omega_0^2/x-x)^2+\gamma^2]$ is largest at $x=\omega_0$, so at that frequency nothing is lost. Data usually supply $G'$ through a central difference, which equals $G'+h^2G'''/6$ to leading order. After multiplication by $h/(\pi\omega)$ the added error is
\begin{equation}
\frac{h^3G'''(\omega)}{6\pi\omega}.
\label{cubic}
\end{equation}
The asymptotic order stays two, but the quadratic and cubic terms become equal in size only at
\begin{equation}
h_\times=\frac{\pi\omega\,|s'(W)|}{2|G'''(\omega)|}.
\end{equation}
If there is a range of steps well above $h_\times$ that still resolves the line, the rule behaves as third order there.

These expansions hold for $h\to0$ at fixed $\omega$ and $W$. Those for skipping and alternate points lose accuracy when $W-\omega$ is only one or two steps, since $g$ then varies strongly between nodes near $W$; the one for subtraction survives, because $s$ stays smooth there. They also assume smooth absorption: a kink in $G$ at an interior node makes the slopes on its two sides differ, and (\ref{ends}) then leaves an $h^2$ term there.

\section{The infinite range: error as a late-time effect}

The second-order terms (\ref{alt}) and (\ref{sub}) come from the cutoff. As $W\to\infty$ they vanish. For the oscillator, the error that remains in alternate points and in subtraction with the analytic slope is then smaller than any power of $h$, as shown below. The cubic term (\ref{cubic}) of a central-difference slope does not come from the cutoff and stays.

For the alternate-point rule, unfold the half-line sum onto the whole line. The nodes are symmetric about zero and $\chi_2(0)=0$, so
\begin{equation}
M_h=\frac{2}{\pi}\sum_{k\ \mathrm{odd}}\frac{\chi_2(\omega+kh)}{k},
\end{equation}
with $k$ running over both signs. Insert $\chi_2(x)=\int_0^\infty\phi(t)\sin(xt)\,dt$ and expand $\sin(\omega t+kht)$. The part with $\cos(kht)/k$ is odd in $k$ and cancels. The other part contains the Fourier series of a square wave:
\begin{equation}
M_h=\int_0^\infty\!\phi(t)\cos(\omega t)\,\frac4\pi\!\sum_{k=1,3,\dots}\!\frac{\sin kht}{k}\,dt
=\int_0^\infty\!\phi(t)\cos(\omega t)\,\mathrm{sgn}[\sin ht]\,dt .
\end{equation}
The partial sums are bounded and $\phi$ is absolutely integrable, which permits the exchange of sum and integral. The true $\chi_1$ has the factor one in place of the square wave. The rule is thus faithful to the response up to $t=\pi/h$ and afterwards weights it alternately by $-1$ and $+1$ on successive intervals of length $\pi/h$.

Pole skipping on the half-line omits both $x=\omega$ and its image $x=-\omega$ after unfolding. The image term would be $(h/\pi)\chi_2(-\omega)/(-2\omega)=h\chi_2(\omega)/(2\pi\omega)$. Therefore
\begin{equation}
S_h=\frac1\pi\sum_{k\ne0}\frac{\chi_2(\omega+kh)}{k}-\frac{h\chi_2(\omega)}{2\pi\omega}.
\end{equation}
With $\theta=ht$ reduced to $(0,2\pi)$ and $\sum_{k\ge1}\sin(k\theta)/k=(\pi-\theta)/2$, the first sum equals $\int\phi\cos(\omega t)(1-\theta/\pi)\,dt$.

Subtraction differs from skipping by the pole value and by the sum of the subtracted function; its logarithm vanishes as $W\to\infty$. The sum needed is
\begin{align}
\sum_{j\ge1,\,j\ne m}\frac{1}{j^2-m^2}
&=\frac1{2m}\sum_{j\ge1,\,j\ne m}\left[\frac1{j-m}-\frac1{j+m}\right]\nonumber\\
&=\frac1{2m}\left[\frac1m+\frac1{2m}\right]=\frac{3}{4m^2}.
\end{align}
Here the harmonic sums cancel except for $1/m$ and the term $1/(2m)$ missing at $j=m$. The half-weighted $j=0$ term, $-1/(2m^2)$, leaves $1/(4m^2)$. Since $h/(4m^2h^2)=h/(4\omega^2)$,
\begin{equation}
R_h=S_h+\frac{hG'(\omega)}{\pi\omega}-\frac{hG(\omega)}{2\pi\omega^2}=S_h+hB .
\end{equation}
The $\chi_2/(2\omega)$ terms cancel and $h\chi_2'(\omega)/\pi=(h/\pi)\int t\phi\cos(\omega t)\,dt$ remains. Because $ht-\theta=2\pi\lfloor ht/2\pi\rfloor$,
\begin{equation}
R_h=\int_0^\infty\phi(t)\cos(\omega t)\left(1+2\left\lfloor\frac{ht}{2\pi}\right\rfloor\right)dt .
\end{equation}
Subtraction is faithful up to $t=2\pi/h$, twice as long as alternate points.

For the oscillator, $\phi(t)=\omega_p^2e^{-\gamma t/2}\sin(\Omega t)/\Omega$ with $\Omega^2=\omega_0^2-\gamma^2/4$. Write $\sin\Omega t\cos\omega t$ as half the sum of sines at $\Omega\pm\omega$, and let $a_\pm=\gamma/2-i(\Omega\pm\omega)$. Integrating $e^{-at}$ against the square wave gives
\begin{equation}
\frac1a\left[1+2\sum_{n\ge1}(-1)^ne^{-n\pi a/h}\right]=\frac1a\tanh\frac{\pi a}{2h},
\end{equation}
and the staircase gives $[1+2\sum_{n\ge1} e^{-2n\pi a/h}]/a=\coth(\pi a/h)/a$. Hence
\begin{align}
M_h&=\frac{\omega_p^2}{2\Omega}\sum_\pm\mathrm{Im}\,\frac{\tanh(\pi a_\pm/2h)}{a_\pm},\\
R_h&=\frac{\omega_p^2}{2\Omega}\sum_\pm\mathrm{Im}\,\frac{\coth(\pi a_\pm/h)}{a_\pm}.
\end{align}
The errors decay with envelopes $e^{-\pi\gamma/2h}$ and $e^{-\pi\gamma/h}$. Both rules need a step small compared with the linewidth; a narrow line on a coarse grid defeats them.

\section{Worked example}

Take $\omega_0=4$, $\gamma=1$, $\omega_p=4$, $\omega=3.2$ and $W=10$, all in eV. The denominator of $\chi_2$ is $(16-10.24)^2+3.2^2=43.418$, so
\begin{equation}
\chi_1=\frac{16\times5.76}{43.418}=2.12264,\qquad
\chi_2=\frac{16\times3.2}{43.418}=1.17925 .
\end{equation}
Adaptive quadrature of the tail from $W$ to infinity gives $\chi_1-I_W=4.43\times10^{-3}$, hence $I_W=2.11821$. The quadrature errors, each the rule minus this $I_W$, are as follows; $R^{\rm cd}$ denotes subtraction with a central-difference slope.

\begin{center}
\begin{tabular}{lrrrr}
$h$ (eV) & $S_h$ & $M_h$ & $R_h$ & $R_h^{\rm cd}$\\
0.2 & $-1.5\,10^{-1}$ & $-1.0\,10^{-3}$ & $1.7\,10^{-5}$ & $7.3\,10^{-3}$\\
0.1 & $-7.6\,10^{-2}$ & $1.3\,10^{-6}$ & $4.3\,10^{-6}$ & $9.3\,10^{-4}$\\
0.05 & $-3.8\,10^{-2}$ & $3.3\,10^{-7}$ & $1.1\,10^{-6}$ & $1.2\,10^{-4}$\\
0.025 & $-1.9\,10^{-2}$ & $8.2\,10^{-8}$ & $2.7\,10^{-7}$ & $1.5\,10^{-5}$\\
0.0125 & $-9.5\,10^{-3}$ & $2.0\,10^{-8}$ & $6.7\,10^{-8}$ & $1.9\,10^{-6}$
\end{tabular}
\end{center}

The last two rows give observed orders 1.00, 2.00, 2.00 and 2.97. The coefficients are $B=0.7580\ \mathrm{eV}^{-1}$, $g'(W)=-7.852\times10^{-4}\ \mathrm{eV}^{-2}$ and $s'(W)=5.178\times10^{-3}\ \mathrm{eV}^{-2}$. At $h=0.0125$ eV the leading terms are
\begin{align}
-hB&=-0.0125\times0.7580=-9.48\times10^{-3},\\
-\tfrac16h^2g'(W)&=\tfrac16(1.5625\times10^{-4})(7.852\times10^{-4})=2.04\times10^{-8},\\
\tfrac1{12}h^2s'(W)&=\tfrac1{12}(1.5625\times10^{-4})(5.178\times10^{-3})=6.74\times10^{-8}.
\end{align}
They account for the first three entries of the bottom row. The coefficient $B$ vanishes at 3.984 eV, where pole skipping is second order.

Numerical differentiation gives $G'''(\omega)=56.06\ \mathrm{eV}^{-2}$, so (\ref{cubic}) is $1.82\times10^{-6}$ at the same step, about 27 times the quadratic term. The two are equal at $h_\times=4.6\times10^{-4}$ eV. The observed order near three therefore belongs to the steps in the table, not to the limit $h\to0$.

The alternate-point error changes sign between 0.2 and 0.1 eV and falls by a factor of about 800. This is the exponential term. On a grid of 200\,000 intervals, where the cutoff is negligible, the errors, each the rule minus $\chi_1$, are:

\begin{center}
\begin{tabular}{lrrr}
$h$ (eV) & $M_h$ & $R_h$ & $e^{-\pi\gamma/2h}$\\
0.8 & $6.3\,10^{-1}$ & $7.0\,10^{-2}$ & $1.4\,10^{-1}$\\
0.4 & $-6.8\,10^{-2}$ & $1.0\,10^{-3}$ & $2.0\,10^{-2}$\\
0.2 & $-1.0\,10^{-3}$ & $4.7\,10^{-8}$ & $3.9\,10^{-4}$
\end{tabular}
\end{center}

At 0.2 eV the infinite-range error of $M_h$ is nearly its whole error at $W=10$ eV. At 0.1 eV the square wave first reverses at $\pi\hbar/h=20.7$ fs, while the amplitude of $\phi$ decays in $2\hbar/\gamma=1.32$ fs. The exponential term is then small, and the end correction takes over.

The end weight shows at $\omega=3$ eV with $h=10/450=0.0222$ eV, where $m=135$ and $N=450$ place an alternate node on $W$. The uniform-weight error is $3.5\times10^{-5}$; halving the last weight reduces it to $-1.3\times10^{-7}$.

Over the grid frequencies from 1 to 7 eV at $h=0.1$ eV, the largest errors in magnitude are $0.18$ for skipping, $6.0\times10^{-6}$ for alternate points and $2.3\times10^{-5}$ for subtraction with the analytic slope. A central-difference slope raises the last to $8.3\times10^{-3}$. Judged by the largest error over this window, alternate points with the halved end weight are the better choice at this step, and they need no derivative; frequency by frequency, subtraction with the analytic slope is the more accurate at about half of the points. At 0.2 eV and $\omega=3.2$ eV, subtraction with the analytic slope is better, because its exponential term is far smaller.

Once the quadrature error is small, the cutoff sets the final accuracy. For large $x$, $G\simeq\omega_p^2\gamma/x^2$ and $g\simeq2\omega_p^2\gamma/(\pi x^4)$, so
\begin{equation}
\chi_1-I_W\simeq\frac{2\omega_p^2\gamma}{3\pi W^3}
=\frac{32}{3\pi\times1000}=3.4\times10^{-3}.
\end{equation}
The integrated tail is $4.4\times10^{-3}$; the leading term is low because $W$ is not far above $\omega_0$ and $\omega$. Expanding $g$ one order further gives $g\simeq 2\omega_p^2\gamma[1+(2\omega_0^2-\gamma^2+\omega^2)/x^2]/(\pi x^4)$, which multiplies the estimate by $1+3(2\omega_0^2-\gamma^2+\omega^2)/(5W^2)=1.25$ and brings it to $4.2\times10^{-3}$. At $h=0.1$ eV this cutoff error is about 3500 times the alternate-point quadrature error. It is $0.21\%$ of $\chi_1$, and refining the grid does not reduce it. The central-difference value at this step, 2.11914, lies closer to $\chi_1$ than $I_W$ does, but only because its positive quadrature error offsets part of the missing tail. For alternate points and for subtraction with the analytic slope, extending the data or modelling the tail gains more at this frequency than a smaller step, for every step in the first table. With a central-difference slope the same holds from 0.1 eV downwards, but at 0.2 eV the step error, $7.3\times10^{-3}$, is larger than the cutoff error. For pole skipping the step error is the larger one at every step in that table.

Numbers in the example were calculated in double precision.
